# Triplet instability and the Coulson–Fischer point of minimal-basis H2: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Triplet instability of restricted Hartree-Fock (RHF) for minimal-basis H2.

Result under test: the determinant g^2 is unstable to opposite rotations of its
two spin orbitals exactly when  gap < J + K,  where g, u are the bonding and
antibonding orbitals, gap = e_u - e_g is the RHF orbital gap, J = (gg|uu) and
K = (gu|gu).  With D = gap - J - K and Q = Jgg + Juu - 2J + 4K the unrestricted
(UHF) energy for D < 0 is E_RHF - D^2/Q.  It leaves the RHF curve at D = 0 (the
Coulson-Fischer point) with continuous slope and a curvature jump -2 D'^2/Q.
Atomic units throughout: hartree and bohr.
"""
from functools import lru_cache
from types import SimpleNamespace

import numpy as np
from pyscf import gto
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def make_system(overlap, core, eri, nuclear):
    """Collect integrals; lowdin is the inverse square root of the overlap."""
    values, vectors = np.linalg.eigh(overlap)
    lowdin = vectors @ np.diag(values ** -0.5) @ vectors.T
    return SimpleNamespace(overlap=overlap, core=core, eri=eri,
                           nuclear=nuclear, lowdin=lowdin)


@lru_cache(maxsize=None)
def hydrogen_molecule(distance):
    mol = gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["H", (0.0, 0.0, distance)]],
                basis="sto-3g", unit="Bohr", verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return make_system(mol.intor("int1e_ovlp"), core,
                       mol.intor("int2e").reshape(2, 2, 2, 2), 1.0 / distance)


def hubbard_dimer(hopping, repulsion):
    eri = np.zeros((2, 2, 2, 2))
    eri[0, 0, 0, 0] = eri[1, 1, 1, 1] = repulsion
    core = np.array([[0.0, -hopping], [-hopping, 0.0]])
    return make_system(np.eye(2), core, eri, 0.0)


# ---------- direct side: general determinant energies, no g/u formulas ----------
def orbital(system, angle):
    """Any real normalized orbital; angle pi/4 is the bonding orbital."""
    return system.lowdin @ np.array([np.cos(angle), np.sin(angle)])


def determinant_energy(system, angles):
    """General UHF energy expression with one alpha and one beta electron."""
    alpha, beta = (orbital(system, angle) for angle in angles)
    d_alpha, d_beta = np.outer(alpha, alpha), np.outer(beta, beta)
    total = d_alpha + d_beta
    energy = np.sum(system.core * total) + system.nuclear
    coulomb = np.einsum("pqrs,rs->pq", system.eri, total)
    energy += 0.5 * np.sum(coulomb * total)
    for density in (d_alpha, d_beta):
        exchange = np.einsum("prqs,rs->pq", system.eri, density)
        energy -= 0.5 * np.sum(exchange * density)
    return energy


def minimized_uhf(system):
    """Lowest determinant over two independent orbital angles."""
    starts = [(np.pi / 4, np.pi / 4), (0.2, 1.3), (1.2, 0.5),
              (0.9, 0.6), (2.5, 0.4), (2.0, 2.9)]
    best = None
    for start in starts:
        found = minimize(lambda a: determinant_energy(system, a), start,
                         method="BFGS", jac="3-point", options={"gtol": 1e-9})
        if best is None or found.fun < best.fun:
            best = found
    return best.fun, best.x


def spin_squared(angles):
    """<S^2> = 2 x weight of the antisymmetric spatial (triplet) part."""
    alpha, beta = (np.array([np.cos(a), np.sin(a)]) for a in angles)
    product = np.outer(alpha, beta)
    return 2.0 * np.sum((0.5 * (product - product.T)) ** 2)


def rotation_curvature(system, sign):
    """Fourth-order second difference for rotations (t, sign*t) about RHF."""
    step = 0.01

    def energy(t):
        return determinant_energy(system, (np.pi / 4 - t, np.pi / 4 - sign * t))
    return (-energy(2 * step) + 16 * energy(step) - 30 * energy(0.0)
            + 16 * energy(-step) - energy(-2 * step)) / (12 * step ** 2)


def two_electron_states(system):
    """Lowest level and triplet level of the full 4x4 spatial Hamiltonian."""
    x = system.lowdin
    core = x.T @ system.core @ x
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", system.eri, x, x, x, x)
    hamiltonian = np.kron(core, np.eye(2)) + np.kron(np.eye(2), core)
    hamiltonian += eri.transpose(0, 2, 1, 3).reshape(4, 4)
    hamiltonian += system.nuclear * np.eye(4)
    triplet = np.array([0.0, 1.0, -1.0, 0.0]) / np.sqrt(2.0)
    level = triplet @ hamiltonian @ triplet
    assert np.allclose(hamiltonian @ triplet, level * triplet, atol=1e-10)
    return np.linalg.eigvalsh(hamiltonian)[0], level


# ---------- derived side: symmetry-orbital integrals and closed formulas ----------
def derived(system):
    s = system.overlap[0, 1]
    g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + s))
    u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s))

    def repulsion(a, b, c, d):
        return np.einsum("pqrs,p,q,r,s->", system.eri, a, b, c, d)
    r = SimpleNamespace(s=s, hg=g @ system.core @ g, hu=u @ system.core @ u,
                        Jgg=repulsion(g, g, g, g), Juu=repulsion(u, u, u, u),
                        J=repulsion(g, g, u, u), K=repulsion(g, u, g, u))
    density = 2 * np.outer(g, g)
    fock = (system.core + np.einsum("pqrs,rs->pq", system.eri, density)
            - 0.5 * np.einsum("prqs,rs->pq", system.eri, density))
    assert abs(g @ fock @ u) < 1e-10
    r.eg, r.eu = g @ fock @ g, u @ fock @ u
    r.gap = r.eu - r.eg
    r.D = r.gap - r.J - r.K
    r.Q = r.Jgg + r.Juu - 2 * r.J + 4 * r.K
    r.F = (r.hu - r.hg) / 2 - (r.Jgg - r.Juu) / 4
    r.A = (r.Jgg + r.Juu - 2 * r.J) / 4
    r.rhf = 2 * r.hg + r.Jgg + system.nuclear
    r.x = max(0.0, -r.D / r.Q)
    r.uhf = r.rhf - (r.D ** 2 / r.Q if r.D < 0 else 0.0)
    r.theta = np.arcsin(np.sqrt(r.x))
    r.s2 = np.sin(2 * r.theta) ** 2
    return r


def instability(distance):
    return derived(hydrogen_molecule(distance)).D


# Energy surface, curvatures, minima, spin and exact states at several distances.
random = np.random.default_rng(7)
for distance in (1.4, 2.0, 2.6, 3.0, 4.0):
    system = hydrogen_molecule(distance)
    r = derived(system)
    assert abs(r.eg - (r.hg + r.Jgg)) < 1e-10
    assert abs(r.eu - (r.hu + 2 * r.J - r.K)) < 1e-10
    for p, q in random.uniform(-np.pi, np.pi, (5, 2)):
        surface = (r.hg + r.hu + (r.Jgg + r.Juu + 2 * r.J) / 4 + system.nuclear
                   - r.F * (np.cos(p) + np.cos(q))
                   + r.A * np.cos(p) * np.cos(q) + r.K * np.sin(p) * np.sin(q))
        direct = determinant_energy(system, (np.pi / 4 - p / 2, np.pi / 4 - q / 2))
        assert abs(surface - direct) < 1e-10
    assert abs(rotation_curvature(system, -1) - 4 * r.D) < 1e-5
    assert abs(rotation_curvature(system, 1) - 4 * (r.D + 4 * r.K)) < 1e-5
    energy, angles = minimized_uhf(system)
    assert abs(energy - r.uhf) < 1e-9
    assert abs(spin_squared(angles) - r.s2) < 1e-5
    assert abs(np.cos(2 * r.theta) - min(1.0, r.F / (r.A + r.K))) < 1e-9
    ground, triplet = two_electron_states(system)
    assert abs(triplet - r.rhf - (r.gap - r.J)) < 1e-10
    doubly_excited = 2 * r.hu + r.Juu + system.nuclear
    root = np.hypot((doubly_excited - r.rhf) / 2, r.K)
    assert abs(ground - ((r.rhf + doubly_excited) / 2 - root)) < 1e-10
    assert ground < energy + 1e-12

# One sign change in the scanned range, and the conditions for a global minimum.
scan = np.linspace(0.8, 6.0, 53)
scan_data = [derived(hydrogen_molecule(float(distance))) for distance in scan]
signs = np.sign([r.D for r in scan_data])
assert np.count_nonzero(np.diff(signs)) == 1 and signs[0] > 0
assert all(r.K > r.A >= 0 and r.F > 0 for r in scan_data)

# Coulson-Fischer distance from the formula and from the direct curvature.
critical = brentq(instability, 1.4, 4.0, xtol=1e-13)
critical_direct = brentq(
    lambda d: rotation_curvature(hydrogen_molecule(d), -1), 1.4, 4.0, xtol=1e-10)
assert abs(critical - critical_direct) < 1e-5
at_critical = derived(hydrogen_molecule(critical))
slope_D = (instability(critical + 1e-3) - instability(critical - 1e-3)) / 2e-3
assert slope_D < 0
assert rotation_curvature(hydrogen_molecule(critical), 1) > 0

# One-sided derivatives of the directly minimized energy at the branch point.
spacing = 0.02
first = np.array([-25, 48, -36, 16, -3]) / (12 * spacing)
second = np.array([35, -104, 114, -56, 11]) / (12 * spacing ** 2)
right = [minimized_uhf(hydrogen_molecule(critical + k * spacing))[0]
         for k in range(5)]
left = [minimized_uhf(hydrogen_molecule(critical - k * spacing))[0]
        for k in range(5)]
slope_left, slope_right = -first @ left, first @ right
curvature_left, curvature_right = second @ left, second @ right
jump_formula = -2 * slope_D ** 2 / at_critical.Q
assert abs(slope_left - slope_right) < 1e-5
assert abs(curvature_right - curvature_left - jump_formula) < 1e-3
assert abs(jump_formula) > 0.05

# Linear onset of <S^2>, hence square-root onset of the mixing angle.
ratios = [spin_squared(minimized_uhf(hydrogen_molecule(critical + d))[1]) / d
          for d in (0.01, 0.02)]
spin_slope = -4 * slope_D / at_critical.Q
assert abs(2 * ratios[0] - ratios[1] - spin_slope) < 0.01 * spin_slope

# The triplet level meets the RHF curve only at a larger distance.
crossing = brentq(lambda d: two_electron_states(hydrogen_molecule(d))[1]
                  - derived(hydrogen_molecule(d)).rhf, 1.4, 8.0, xtol=1e-12)
at_crossing = derived(hydrogen_molecule(crossing))
assert abs(at_crossing.gap - at_crossing.J) < 1e-9 and crossing > critical

# Separated atoms.
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
atom_energy = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
onsite = atom.intor("int2e").reshape(-1)[0]
far = 40.0
far_system = hydrogen_molecule(far)
far_rhf = determinant_energy(far_system, (np.pi / 4, np.pi / 4))
assert abs(far_rhf - 2 * atom_energy - onsite / 2 + 1 / (2 * far)) < 1e-7
assert abs(minimized_uhf(far_system)[0] - 2 * atom_energy) < 1e-7

# Hubbard dimer on both sides of U = 2t.
for hopping, repulsion in ((1.0, 1.5), (1.0, 3.0)):
    dimer = hubbard_dimer(hopping, repulsion)
    assert abs(rotation_curvature(dimer, -1) - 4 * (2 * hopping - repulsion)) < 1e-4
    expected = (-2 * hopping ** 2 / repulsion if repulsion > 2 * hopping
                else -2 * hopping + repulsion / 2)
    assert abs(minimized_uhf(dimer)[0] - expected) < 1e-9

print("H2, STO-3G; energies in hartree, distances in bohr")
print("R    gap     J       K       D        E_RHF     E_UHF")
for distance in (1.4, 2.0, 2.6, 3.0, 4.0, 6.0):
    r = derived(hydrogen_molecule(distance))
    print(f"{distance:.1f}  {r.gap:.4f}  {r.J:.4f}  {r.K:.4f}  {r.D:+.4f}  "
          f"{r.rhf:.5f}  {r.uhf:.5f}")

print("Coulson-Fischer point")
print(f"R_c = {critical:.5f} bohr = {critical * BOHR_IN_ANGSTROM:.5f} angstrom")
print(f"R_c from direct curvature = {critical_direct:.5f} bohr")
print(f"gap = {at_critical.gap:.5f} hartree")
print(f"J = {at_critical.J:.5f} hartree")
print(f"K = {at_critical.K:.5f} hartree")
print(f"J + K = {at_critical.J + at_critical.K:.5f} hartree")
print(f"Q = {at_critical.Q:.5f} hartree")
print(f"E_RHF = E_UHF = {at_critical.rhf:.6f} hartree")
print(f"dD/dR = {slope_D:.5f} hartree/bohr")
print(f"energy slope, left = {slope_left:.6f} hartree/bohr")
print(f"energy slope, right = {slope_right:.6f} hartree/bohr")
print(f"energy curvature, left = {curvature_left:.4f} hartree/bohr^2")
print(f"energy curvature, right = {curvature_right:.4f} hartree/bohr^2")
print(f"curvature jump, formula = {jump_formula:.4f} hartree/bohr^2")
print(f"initial slope of <S^2> = {spin_slope:.4f} per bohr")
print(f"triplet meets RHF at R = {crossing:.4f} bohr")

example = derived(hydrogen_molecule(3.0))
example_ground, example_triplet = two_electron_states(hydrogen_molecule(3.0))
example_direct, example_angles = minimized_uhf(hydrogen_molecule(3.0))
print("Worked example at R = 3.0 bohr")
print(f"overlap S = {example.s:.5f}")
print(f"h_g = {example.hg:.5f}, h_u = {example.hu:.5f} hartree")
print(f"J_gg = {example.Jgg:.5f}, J_uu = {example.Juu:.5f} hartree")
print(f"J = {example.J:.5f}, K = {example.K:.5f} hartree")
print(f"e_g = {example.eg:.5f}, e_u = {example.eu:.5f} hartree")
print(f"gap = {example.gap:.5f} hartree")
print(f"D = {example.D:.5f}, Q = {example.Q:.5f} hartree")
print(f"F = {example.F:.5f}, A = {example.A:.5f} hartree")
print(f"x = sin^2(theta) = {example.x:.5f}")
print(f"theta = {np.degrees(example.theta):.3f} degrees")
print(f"<S^2>, formula = {example.s2:.5f}")
print(f"<S^2>, minimized = {spin_squared(example_angles):.5f}")
print(f"E_RHF = {example.rhf:.6f} hartree")
print(f"E_UHF, formula = {example.uhf:.6f} hartree")
print(f"E_UHF, minimized = {example_direct:.6f} hartree")
print(f"E_UHF - E_RHF = {example.uhf - example.rhf:.6f} hartree")
print(f"full CI singlet = {example_ground:.6f} hartree")
print(f"triplet = {example_triplet:.6f} hartree")
print("Separated atoms")
print(f"two H atoms = {2 * atom_energy:.6f} hartree")
print(f"on-site repulsion U = {onsite:.6f} hartree")
print(f"RHF excess at 40 bohr = {far_rhf - 2 * atom_energy:.6f} hartree")
print("success")
```

It prints:

```
H2, STO-3G; energies in hartree, distances in bohr
R    gap     J       K       D        E_RHF     E_UHF
1.4  1.2485  0.6636  0.1813  +0.4036  -1.11671  -1.11671
2.0  0.8874  0.6132  0.2005  +0.0737  -1.04917  -1.04917
2.6  0.6508  0.5728  0.2214  -0.1435  -0.94904  -0.97174
3.0  0.5358  0.5512  0.2351  -0.2505  -0.88528  -0.95102
4.0  0.3458  0.5121  0.2651  -0.4314  -0.76108  -0.93584
6.0  0.1827  0.4706  0.3040  -0.5920  -0.64508  -0.93323
Coulson-Fischer point
R_c = 2.17969 bohr = 1.15344 angstrom
R_c from direct curvature = 2.17969 bohr
gap = 0.80679 hartree
J = 0.60007 hartree
K = 0.20672 hartree
J + K = 0.80679 hartree
Q = 0.85665 hartree
E_RHF = E_UHF = -1.019879 hartree
dD/dR = -0.38695 hartree/bohr
energy slope, left = 0.166814 hartree/bohr
energy slope, right = 0.166814 hartree/bohr
energy curvature, left = 0.0302 hartree/bohr^2
energy curvature, right = -0.3194 hartree/bohr^2
curvature jump, formula = -0.3496 hartree/bohr^2
initial slope of <S^2> = 1.8068 per bohr
triplet meets RHF at R = 2.9264 bohr
Worked example at R = 3.0 bohr
overlap S = 0.22619
h_g = -0.88088, h_u = -0.66923 hartree
J_gg = 0.54316, J_uu = 0.57343 hartree
J = 0.55123, K = 0.23512 hartree
e_g = -0.33773, e_u = 0.19810 hartree
gap = 0.53583 hartree
D = -0.25052, Q = 0.95461 hartree
F = 0.11339, A = 0.00353 hartree
x = sin^2(theta) = 0.26243
theta = 30.816 degrees
<S^2>, formula = 0.77424
<S^2>, minimized = 0.77424
E_RHF = -0.885275 hartree
E_UHF, formula = -0.951018 hartree
E_UHF, minimized = -0.951018 hartree
E_UHF - E_RHF = -0.065743 hartree
full CI singlet = -0.985157 hartree
triplet = -0.900675 hartree
Separated atoms
two H atoms = -0.933164 hartree
on-site repulsion U = 0.774606 hartree
RHF excess at 40 bohr = 0.374803 hartree
success
```
